# Genealogical configuration state functions as matrix products of Clebsch-Gordan coefficients: test program

```python
"""
Result under test: a genealogical configuration state function (CSF) is a
matrix product of Clebsch-Gordan coefficients. The bond after orbital k has
dimension 2*S_k + 1, where S_k is the running spin; for a total singlet this
is the smallest possible dimension, with equal Schmidt values.

Steps: u / d = one electron, running spin up / down by 1/2;
       0 = empty orbital, 2 = closed pair.
Local states: a = alpha, b = beta, 0 = empty, 2 = pair (alpha before beta).
Magnetic numbers M run downwards from +S to -S. Spins are in units of hbar.
"""
from itertools import product
from math import comb, sqrt
import numpy as np
import scipy.sparse as sp
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

SIGMA = {"a": 0.5, "b": -0.5}
TOL = 1e-10


def coupling(step, spin, m, local):
    """Coefficient for reaching (spin, m) by adding one electron."""
    if step == "u":
        sign = 1 if local == "a" else -1
        return sqrt((spin + sign * m) / (2 * spin))
    if local == "a":
        return -sqrt((spin + 1 - m) / (2 * spin + 2))
    return sqrt((spin + 1 + m) / (2 * spin + 2))


def site_tensor(step, spin_left):
    """Matrices of one orbital, keyed by local state, and the new spin."""
    rows = int(round(2 * spin_left + 1))
    if step in "02":
        return {step: np.eye(rows)}, spin_left
    spin = spin_left + (0.5 if step == "u" else -0.5)
    cols = int(round(2 * spin + 1))
    tensor = {}
    for local, sigma in SIGMA.items():
        matrix = np.zeros((rows, cols))
        for i in range(rows):
            for j in range(cols):
                if abs(spin_left - i + sigma - (spin - j)) < 1e-9:
                    matrix[i, j] = coupling(step, spin, spin - j, local)
        tensor[local] = matrix
    return tensor, spin


def contract(steps):
    """Row vector over final M for every string of local states."""
    rows, spin, spins = {"": np.ones(1)}, 0.0, []
    for step in steps:
        tensor, spin = site_tensor(step, spin)
        spins.append(spin)
        rows = {s + c: r @ a for s, r in rows.items()
                for c, a in tensor.items()}
    return rows, spins


def multiplet(steps):
    """Spin functions as columns (singly occupied orbitals only)."""
    rows, spins = contract(steps)
    keys = ["".join(t) for t in product("ab", repeat=len(steps))]
    return np.array([rows[k] for k in keys]), spins


def schmidt(rows, cut, column=0):
    """Nonzero Schmidt values between the first `cut` orbitals and the rest."""
    left = sorted({s[:cut] for s in rows})
    right = sorted({s[cut:] for s in rows})
    table = np.array([[rows[x + y][column] for y in right] for x in left])
    values = np.linalg.svd(table, compute_uv=False)
    return values[values > 1e-9]


def spin_paths(n):
    """All step strings of n single electrons with no negative spin."""
    found = []
    for t in product("ud", repeat=n):
        level = np.cumsum([1 if c == "u" else -1 for c in t])
        if level.min() >= 0:
            found.append("".join(t))
    return found


def one_electron(matrix, position, n):
    return np.kron(np.kron(np.eye(2**position), matrix),
                   np.eye(2**(n - position - 1)))


def spin_algebra(n, count):
    """Raising operator, S_z and S^2 of the first `count` of n electrons."""
    plus = sum(one_electron(np.array([[0., 1.], [0., 0.]]), p, n)
               for p in range(count))
    sz = sum(one_electron(np.diag([0.5, -0.5]), p, n) for p in range(count))
    return plus, sz, plus.T @ plus + sz @ sz + sz


# Coupling coefficients against an independent library
compared = 0
for twice in range(0, 6):
    for step in "ud":
        if twice == 0 and step == "d":
            continue
        left = twice / 2
        tensor, spin = site_tensor(step, left)
        for local, sigma in SIGMA.items():
            for i in range(twice + 1):
                for j in range(int(2 * spin + 1)):
                    arguments = (left, 0.5, spin, left - i, sigma, spin - j)
                    exact = clebsch_gordan(
                        *[Rational(int(round(2 * x)), 2) for x in arguments])
                    assert abs(float(exact) - tensor[local][i, j]) < TOL
                    compared += 1
        columns = sum(a.T @ a for a in tensor.values())
        row_sum = sum(a @ a.T for a in tensor.values())
        assert np.allclose(columns, np.eye(len(columns)), atol=TOL)
        ratio = (2 * spin + 1) / (2 * left + 1)
        assert np.allclose(row_sum, ratio * np.eye(twice + 1), atol=TOL)

# Every multiplet obeys the ladder relation; together they fill spin space
for n in range(1, 7):
    plus, _, _ = spin_algebra(n, n)
    blocks = []
    for path in spin_paths(n):
        block, spins = multiplet(path)
        s = spins[-1]
        for j in range(block.shape[1]):
            m = s - j
            lowered = plus.T @ block[:, j]
            if j + 1 < block.shape[1]:
                factor = sqrt((s + m) * (s - m + 1))
                lowered = lowered - factor * block[:, j + 1]
            assert np.linalg.norm(lowered) < TOL
        blocks.append(block)
    basis = np.hstack(blocks)
    assert basis.shape == (2**n, 2**n)
    assert np.allclose(basis.T @ basis, np.eye(2**n), atol=TOL)

# Six-electron singlets against joint eigenvectors of the partial spins
N = 6
algebra = [spin_algebra(N, k) for k in range(1, N + 1)]
total_s2 = algebra[-1][2]
singlet_dimension = int(np.sum(np.linalg.eigvalsh(total_s2) < 1e-8))
singlets = [p for p in spin_paths(N) if p.count("u") == p.count("d")]
assert len(singlets) == singlet_dimension
weights = np.sqrt([2, 3, 5, 7, 11, 13])
label_operator = sum(w * a[2] for w, a in zip(weights, algebra))
label_operator = label_operator + sqrt(17) * algebra[-1][1]
labels, vectors = np.linalg.eigh(label_operator)
overlaps = {}
for path in singlets:
    block, spins = multiplet(path)
    target = sum(w * s * (s + 1) for w, s in zip(weights, spins))
    match = np.where(abs(labels - target) < 1e-8)[0]
    assert len(match) == 1
    overlaps[path] = abs(vectors[:, match[0]] @ block[:, 0])
    assert abs(overlaps[path] - 1) < 1e-9
    rows, _ = contract(path)
    for cut in range(1, N):
        values = schmidt(rows, cut)
        size = int(2 * spins[cut - 1] + 1)
        assert len(values) == size
        assert np.allclose(values, 1 / sqrt(size), atol=TOL)

# Fermionic Fock space of six orbitals, with all exchange signs
MODES = 2 * N
create = []
for mode in range(MODES):
    op = sp.identity(1, format="csr")
    for q in range(MODES):
        if q < mode:
            factor = sp.diags([1., -1.])
        elif q == mode:
            factor = sp.csr_matrix([[0., 0.], [1., 0.]])
        else:
            factor = sp.identity(2)
        op = sp.kron(op, factor, format="csr")
    create.append(op)


def fock_vector(rows):
    """Singlet amplitudes placed on determinants made by creation operators."""
    modes_of = {"0": [], "a": [0], "b": [1], "2": [0, 1]}
    vector = np.zeros(2**MODES)
    for string, row in rows.items():
        if abs(row[0]) < 1e-14:
            continue
        order = [2 * p + x for p, c in enumerate(string) for x in modes_of[c]]
        determinant = np.zeros(2**MODES)
        determinant[0] = 1.0
        for mode in reversed(order):
            determinant = create[mode] @ determinant
        vector += row[0] * determinant
    return vector


def fock_s2(vector, count):
    """S^2 of the first `count` orbitals applied to a Fock vector."""
    plus = sum(create[2*p] @ create[2*p+1].T for p in range(count))
    sz = 0.5 * sum(create[2*p] @ create[2*p].T
                   - create[2*p+1] @ create[2*p+1].T for p in range(count))
    lifted = sz @ vector
    return plus.T @ (plus @ vector) + sz @ lifted + lifted


fock_residual = {}
number = sum(c @ c.T for c in create)
for steps in ("uuuddd", "2uu0dd"):
    rows, spins = contract(steps)
    vector = fock_vector(rows)
    assert abs(vector @ vector - 1) < TOL
    assert np.linalg.norm(number @ vector - 6 * vector) < TOL
    for k, s in enumerate(spins, 1):
        error = fock_s2(vector, k) - s * (s + 1) * vector
        assert np.linalg.norm(error) < TOL
    fock_residual[steps] = np.linalg.norm(fock_s2(vector, N))
    for cut in range(1, N):
        assert len(schmidt(rows, cut)) == int(2 * spins[cut - 1] + 1)
closed_spins = spins

# Worked example: three electrons coupled up, three coupled down
EXAMPLE = "uuuddd"
rows, spins = contract(EXAMPLE)
state = multiplet(EXAMPLE)[0][:, 0]
amplitudes = {s: r[0] for s, r in rows.items() if abs(r[0]) > 1e-12}
assert len(amplitudes) == comb(6, 3)
for string, value in amplitudes.items():
    r = string[3:].count("a")
    assert abs(value - (-1)**r / (2 * comb(3, r))) < TOL

pauli_half = [np.array([[0, 1], [1, 0]]) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2, np.diag([0.5, -0.5])]
correlation = np.zeros((N, N))
for i in range(N):
    for j in range(N):
        correlation[i, j] = sum(
            np.vdot(one_electron(h, i, N) @ state,
                    one_electron(h, j, N) @ state).real for h in pauli_half)
for i in range(N):
    for j in range(i):
        expected = 1 / 4 if (i < 3) == (j < 3) else -5 / 12
        assert abs(correlation[i, j] - expected) < TOL
assert abs(correlation.sum()) < TOL

print("Coupling coefficients compared with library (count):", compared)
print("Six-electron singlet CSFs (count):", len(singlets))
print("Dimension of singlet space from S^2 (count):", singlet_dimension)
for path in singlets:
    dims = [int(2 * s + 1) for s in contract(path)[1][:-1]]
    print(f"{path}: bond dimensions {dims}, "
          f"overlap with joint eigenvector {overlaps[path]:.10f}")
print("Example steps:", EXAMPLE, " running spins (hbar):", spins)
for cut in range(1, N):
    values = schmidt(rows, cut)
    print(f"Cut {cut}: Schmidt rank {len(values)}, "
          f"values (dimensionless) {np.round(values, 6).tolist()}")

sample, m, running = "aababb", 0.0, 1.0
print("Sample determinant:", sample)
for k, local in enumerate(sample):
    m += SIGMA[local]
    factor = coupling(EXAMPLE[k], spins[k], m, local)
    running *= factor
    print(f"  orbital {k+1}: S={spins[k]:.1f}, M={m:+.1f} (hbar), "
          f"factor {factor:+.6f}, product {running:+.6f}")
assert abs(running - amplitudes[sample]) < TOL

print("All nonzero amplitudes (dimensionless):")
items = sorted(amplitudes.items())
for start in range(0, len(items), 4):
    print("  " + "  ".join(f"{s} {v:+.6f}" for s, v in items[start:start+4]))
print(f"Sum of squared amplitudes: {sum(v*v for v in amplitudes.values()):.10f}")
print(f"<s1.s1> (hbar^2): {correlation[0, 0]:.6f}")
print(f"<s1.s2>, same half (hbar^2): {correlation[0, 1]:.6f}")
print(f"<s1.s4>, different halves (hbar^2): {correlation[0, 3]:.6f}")
print(f"|<S^2>| from sum of correlations (hbar^2): {abs(correlation.sum()):.1e}")
for steps, residual in fock_residual.items():
    print(f"Norm of S^2|{steps}> in Fock space (hbar^2): {residual:.1e}")
print("Running spins of 2uu0dd (hbar):", closed_spins)

# A fixed M of a high-spin state can need fewer bond states
high_rows, high_spins = contract("uuuuuu")
available = [int(2 * s + 1) for s in high_spins[:-1]]
rank_top = [len(schmidt(high_rows, k, 0)) for k in range(1, N)]
rank_zero = [len(schmidt(high_rows, k, 3)) for k in range(1, N)]
assert rank_top == [1] * 5
assert all(r <= d for r, d in zip(rank_zero, available))
assert rank_zero[-1] < available[-1]
print("High spin S=3: dimensions 2S_k+1:", available)
print("High spin S=3, M=3: Schmidt ranks:", rank_top)
print("High spin S=3, M=0: Schmidt ranks:", rank_zero)
print("finished without a failed check")
```

Running it gives:

```
Coupling coefficients compared with library (count): 364
Six-electron singlet CSFs (count): 5
Dimension of singlet space from S^2 (count): 5
uuuddd: bond dimensions [2, 3, 4, 3, 2], overlap with joint eigenvector 1.0000000000
uududd: bond dimensions [2, 3, 2, 3, 2], overlap with joint eigenvector 1.0000000000
uuddud: bond dimensions [2, 3, 2, 1, 2], overlap with joint eigenvector 1.0000000000
uduudd: bond dimensions [2, 1, 2, 3, 2], overlap with joint eigenvector 1.0000000000
ududud: bond dimensions [2, 1, 2, 1, 2], overlap with joint eigenvector 1.0000000000
Example steps: uuuddd  running spins (hbar): [0.5, 1.0, 1.5, 1.0, 0.5, 0.0]
Cut 1: Schmidt rank 2, values (dimensionless) [0.707107, 0.707107]
Cut 2: Schmidt rank 3, values (dimensionless) [0.57735, 0.57735, 0.57735]
Cut 3: Schmidt rank 4, values (dimensionless) [0.5, 0.5, 0.5, 0.5]
Cut 4: Schmidt rank 3, values (dimensionless) [0.57735, 0.57735, 0.57735]
Cut 5: Schmidt rank 2, values (dimensionless) [0.707107, 0.707107]
Sample determinant: aababb
  orbital 1: S=0.5, M=+0.5 (hbar), factor +1.000000, product +1.000000
  orbital 2: S=1.0, M=+1.0 (hbar), factor +1.000000, product +1.000000
  orbital 3: S=1.5, M=+0.5 (hbar), factor +0.577350, product +0.577350
  orbital 4: S=1.0, M=+1.0 (hbar), factor -0.500000, product -0.288675
  orbital 5: S=0.5, M=+0.5 (hbar), factor +0.816497, product -0.235702
  orbital 6: S=0.0, M=+0.0 (hbar), factor +0.707107, product -0.166667
All nonzero amplitudes (dimensionless):
  aaabbb +0.500000  aababb -0.166667  aabbab -0.166667  aabbba -0.166667
  abaabb -0.166667  ababab -0.166667  ababba -0.166667  abbaab +0.166667
  abbaba +0.166667  abbbaa +0.166667  baaabb -0.166667  baabab -0.166667
  baabba -0.166667  babaab +0.166667  bababa +0.166667  babbaa +0.166667
  bbaaab +0.166667  bbaaba +0.166667  bbabaa +0.166667  bbbaaa -0.500000
Sum of squared amplitudes: 1.0000000000
<s1.s1> (hbar^2): 0.750000
<s1.s2>, same half (hbar^2): 0.250000
<s1.s4>, different halves (hbar^2): -0.416667
|<S^2>| from sum of correlations (hbar^2): 6.7e-16
Norm of S^2|uuuddd> in Fock space (hbar^2): 2.4e-16
Norm of S^2|2uu0dd> in Fock space (hbar^2): 0.0e+00
Running spins of 2uu0dd (hbar): [0.0, 0.5, 1.0, 1.0, 0.5, 0.0]
High spin S=3: dimensions 2S_k+1: [2, 3, 4, 5, 6]
High spin S=3, M=3: Schmidt ranks: [1, 1, 1, 1, 1]
High spin S=3, M=0: Schmidt ranks: [2, 3, 4, 3, 2]
finished without a failed check
```
